# The leading Lamb shift in $d=3-2\varepsilon$ dimensions

## 1. Two large numbers with a small sum

Write a level shift as $\Delta E=\alpha^3Z^4F/(\pi n^3)$ hartree and solve the hydrogen ground state in $d=3-2\varepsilon$ space dimensions. At $\varepsilon=0.002$ photons of atomic energy contribute $F_L=340.90$ and photons of momentum near $mc$ contribute $F_H=-330.54$. At $\varepsilon=-0.002$ the values are $-325.99$ and $336.14$. The sums, $10.363$ and $10.145$, bracket a finite limit, $10.253$. Each part has a $1/\varepsilon$ pole, and the residues are opposite.

## 2. Conventions and photon scales

Loops use $\hbar=c=1$, metric $(+,-,\dots)$, $D=4-2\varepsilon$, $e^2=4\pi\alpha\mu^{2\varepsilon}$ and $N=(4\pi)^\varepsilon\Gamma(1+\varepsilon)$. The nucleus is a static point charge with $V(\mathbf q)=-4\pi Z\alpha\mu^{2\varepsilon}/\mathbf q^2$, so $\nabla^2V=4\pi Z\alpha\mu^{2\varepsilon}\delta^d(\mathbf r)$. Mass and charge are renormalized on shell, and we keep order $\alpha(Z\alpha)^4m$, which is $\alpha^3Z^4$ hartree.

The photon loop is expanded separately at each scale, each expansion is integrated over all $k$, and integrals of pure powers vanish by analytic continuation.

- For $k\sim m$ the electron is nearly free and scatters once on $V$. Two scatterings cost another $Z\alpha$.
- For $k\sim m(Z\alpha)^2$ the atom responds as a whole. Retardation and the spin coupling are smaller by $(kr)^2\sim(k/p)^2\sim(Z\alpha)^2$, so the dipole approximation holds.
- For $k\sim mZ\alpha$, $e^{-i\mathbf k\cdot\mathbf r}(H-E)e^{i\mathbf k\cdot\mathbf r}=H-E+\mathbf k\cdot\mathbf p/m+k^2/2m$ is small against $k$. Expanding the resolvent leaves pure powers of $k$, which give zero. The $\mathbf A^2$ term is also a pure power.

## 3. The vertex in $D$ dimensions

In Feynman gauge, with on-shell $p,p'$ and $q=p'-p$, the factors $(-i)(-ie)^2i^2=-ie^2$ give
$$\delta\Gamma^\mu=-ie^2\!\int\!\frac{d^Dl}{(2\pi)^D}\frac{\mathcal N^\mu}{l^2(l^2+2p'\!\cdot l)(l^2+2p\cdot l)},\quad \mathcal N^\mu=\gamma^\nu(\not p'+\not l+m)\gamma^\mu(\not p+\not l+m)\gamma_\nu .$$
Anticommuting onto the spinors gives $\bar u'\gamma^\nu(\not p'+m)=2p'^\nu\bar u'$ and $(\not p+m)\gamma_\nu u=2p_\nu u$. With $\not l\gamma^\mu\not l=2l^\mu\not l-l^2\gamma^\mu$ and $\gamma^\nu\gamma^\alpha\gamma_\nu=-(D-2)\gamma^\alpha$,
$$\mathcal N^\mu=4p\cdot p'\gamma^\mu+2\not p\not l\gamma^\mu+2\gamma^\mu\not l\not p'-(D-2)(2l^\mu\not l-l^2\gamma^\mu).$$
Feynman parameters turn the denominator into $2\int dx\,dy\,(\ell^2-M^2)^{-3}$ over $x+y\le1$, with $l=\ell-P$, $P=xp'+yp$, $w=x+y$. Since $2p\cdot p'=2m^2-q^2$, $M^2=P^2=w^2m^2-xyq^2$. This is symmetric in $x\leftrightarrow y$, so $P^\mu$ may be replaced by $w(p+p')^\mu/2$. Terms odd in $\ell$ vanish and $\ell^\alpha\ell^\beta\to g^{\alpha\beta}\ell^2/D$.

Quadratic term. The $\ell$ part is $-(D-2)(2/D-1)\ell^2\gamma^\mu=(D-2)^2\ell^2\gamma^\mu/D$. Between spinors $\not P=wm$, so the $P$ part is $-(D-2)[w^2m(p+p')^\mu-M^2\gamma^\mu]$.

Linear terms. Here $\not p\not p\gamma^\mu=m^2\gamma^\mu$, and
$$\not p\not p'\gamma^\mu=(2p\cdot p'-\not p'\not p)\gamma^\mu\to2p\cdot p'\gamma^\mu-m(2p^\mu-m\gamma^\mu).$$
The mirror term gives the same with $x\leftrightarrow y$, $p\leftrightarrow p'$. Together, with the factor $-2$, they equal $-2w(2p\cdot p'+2m^2)\gamma^\mu+2mw(p+p')^\mu$.

The Gordon identity $(p+p')^\mu=2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu$ moves $2m^2[2w-(D-2)w^2]$ into the $\gamma^\mu$ term, where $4wm^2$ cancels:
$$\mathcal N^\mu=\gamma^\mu\Big[\tfrac{(D-2)^2}{D}\ell^2+B\Big]-2m^2[2w-(D-2)w^2]\frac{i\sigma^{\mu\nu}q_\nu}{2m},$$
$$B=(4m^2-2q^2)(1-w)+(D-2)(M^2-2w^2m^2).$$
Wick rotation $\ell^0=i\ell_E^0$, $\ell^2=-\ell_E^2$, followed by a radial beta integral, gives
$$\int\!\frac{d^D\ell}{(2\pi)^D}\frac{(\ell^2)^a}{(\ell^2-M^2)^n}=\frac{i(-1)^{a+n}}{(4\pi)^{D/2}}\frac{\Gamma(\frac D2+a)\Gamma(n-a-\frac D2)}{\Gamma(\frac D2)\Gamma(n)}(M^2)^{\frac D2+a-n}.\tag{1}$$
For $n=3$ the coefficients are $-i\Gamma(1+\varepsilon)/2$ at $a=0$ and $iD\,\Gamma(\varepsilon)/4$ at $a=1$. Multiply by $-2ie^2$, use $e^2/16\pi^2=\alpha\mu^{2\varepsilon}/4\pi$, and write $\Gamma^\mu=F_1\gamma^\mu+F_2\,i\sigma^{\mu\nu}q_\nu/2m$:
$$\delta F_1=\frac{\alpha}{4\pi}N\mu^{2\varepsilon}\!\int\!dx\,dy\Big[\frac{(D-2)^2}{2\varepsilon}(M^2)^{-\varepsilon}-B\,(M^2)^{-1-\varepsilon}\Big],$$
$$F_2=\frac{\alpha}{4\pi}N\mu^{2\varepsilon}\!\int\!dx\,dy\;2m^2[2w-(D-2)w^2](M^2)^{-1-\varepsilon}.$$
Wave-function renormalization subtracts the constant $\delta F_1(0)$ and leaves the slope unchanged.

## 4. The slope and its infrared pole

Set $m=1$, $t=q^2$, $x=wu$, $y=w(1-u)$, $dx\,dy=w\,dw\,du$, $M^2=w^2\delta$ with $\delta=1-u(1-u)t$. At $t=0$, $d\delta^{-s}/dt=s\,u(1-u)$, whose $u$ integral is $s/6$. Three terms contribute to $d/dt$.

The $\ell^2$ term gives $\frac{(2-2\varepsilon)^2}{2\varepsilon}\frac{\varepsilon}{6}\int_0^1w^{1-2\varepsilon}dw=\frac{1-\varepsilon}{6}$. The ultraviolet pole has disappeared, because it does not depend on $q^2$.

The last part of $B$, $-(2-2\varepsilon)w^{-2\varepsilon}[\delta^{-\varepsilon}-2\delta^{-1-\varepsilon}]$, gives $(2-2\varepsilon)\frac{2+\varepsilon}{6}\int_0^1w^{1-2\varepsilon}dw=\frac{2+\varepsilon}{6}$.

The first part, $-(4-2t)(1-w)w^{-2-2\varepsilon}\delta^{-1-\varepsilon}$, gives
$$\Big[2-\tfrac{4(1+\varepsilon)}{6}\Big]\int_0^1\!w^{-1-2\varepsilon}(1-w)\,dw=\frac{4-2\varepsilon}{3}\Big[-\frac1{2\varepsilon}-\frac1{1-2\varepsilon}\Big]=-\frac{2-\varepsilon}{3\varepsilon(1-2\varepsilon)}.$$
This integral converges only for $\varepsilon<0$. It diverges at $w\to0$, where the photon denominator carries all the weight and $l\sim wm$ is soft, so the pole is infrared. The first two terms add to $1/2$. Dividing by 4 and restoring $m$,
$$m^2F_1'(0)=\frac\alpha\pi N\Big(\frac\mu m\Big)^{2\varepsilon}f_1,\qquad f_1=\frac18-\frac{2-\varepsilon}{12\varepsilon(1-2\varepsilon)}=-\frac1{6\varepsilon}-\frac18-\frac\varepsilon2+\dots$$
Likewise $F_2(0)=\frac\alpha\pi N(\mu/m)^{2\varepsilon}f_2$ with $f_2=\frac14\cdot2\big[\frac{2}{1-2\varepsilon}-1\big]=\frac{1+2\varepsilon}{2(1-2\varepsilon)}\to\frac12$. Direct quadrature at $\varepsilon=-0.1$ gives $f_1=1.583333$, equal to the closed form.

## 5. The hard part of the shift

The scattering amplitude is $\bar u'\Gamma^0u\,V(\mathbf q)$ with $q^0=0$, $q^2=-\mathbf q^2$. With $V(\mathbf r)=\int e^{i\mathbf q\cdot\mathbf r}V(\mathbf q)$, $i\mathbf q V\to\nabla V$. Since $u'^\dagger u=1+O(p^2/m^2)$, the $F_1$ correction $-F_1'\mathbf q^2V$ becomes $F_1'\nabla^2V$.

$F_2$ has no pole, so its term may be reduced in three dimensions. From $\sigma^{0j}=i\alpha^j$ and $q_j=-q^j$, $i\sigma^{0\nu}q_\nu=\boldsymbol\alpha\cdot\mathbf q$, and $\gamma^0\boldsymbol\alpha=\boldsymbol\gamma$. With $u=(\chi,\boldsymbol\sigma\cdot\mathbf p\,\chi/2m)$,
$$\frac{u'^\dagger\boldsymbol\gamma\cdot\mathbf q\,u}{2m}=\frac{\boldsymbol\sigma\!\cdot\!\mathbf q\,\boldsymbol\sigma\!\cdot\!\mathbf p-\boldsymbol\sigma\!\cdot\!\mathbf p'\,\boldsymbol\sigma\!\cdot\!\mathbf q}{4m^2}=\frac{-\mathbf q^2+2i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)}{4m^2},$$
using $\mathbf p'\times\mathbf q=-\mathbf q\times\mathbf p$. As $\nabla V\times\mathbf p=(V'/r)\mathbf L$,
$$\delta H=\Big(F_1'+\frac{F_2}{4m^2}\Big)\nabla^2V+\frac{F_2}{2m^2}\frac{V'}{r}\boldsymbol\sigma\cdot\mathbf L .$$
In $f_1+f_2/4$ the constants $-\frac18$ and $+\frac18$ cancel. With $(\mu/m)^{2\varepsilon}=1-2\varepsilon\ln(m/\mu)$, the spin-independent part is
$$E_H=\frac{\alpha N}{3\pi m^2}\langle\nabla^2V\rangle_d\Big[-\frac1{2\varepsilon}+\ln\frac m\mu\Big]+O(\varepsilon).\tag{2}$$

## 6. The dipole self-energy and its ultraviolet pole

The coupling is $-(e/m)\mathbf p\cdot\mathbf A$, each mode carries $1/\sqrt{2k}$, and the polarization sum is $\delta^{ij}-\hat k^i\hat k^j$. Second-order perturbation theory gives, with $\Delta_n=E_n-E$ and $|\mathbf p_n|^2=|\langle n|\mathbf p|\phi\rangle|^2$,
$$E_L=\frac{e^2}{m^2}\int\!\frac{d^dk}{(2\pi)^d\,2k}\frac{d-1}{d}\sum_n\frac{|\mathbf p_n|^2}{-\Delta_n-k}=\frac{C}{m^2}\sum_n|\mathbf p_n|^2\int_0^\infty\!\frac{k^{1-2\varepsilon}dk}{-\Delta_n-k}.$$
The average $\hat k^i\hat k^j\to\delta^{ij}/d$ follows from isotropy and the trace. The solid angle $\Omega_d=2\pi^{d/2}/\Gamma(d/2)$ gives $C=4\pi\alpha\mu^{2\varepsilon}(d-1)/[d\,\Gamma(d/2)(4\pi)^{d/2}]$. At $d=3$, $\Gamma(\frac32)(4\pi)^{3/2}=4\pi^2$ and $C=2\alpha/3\pi$. To first order, $(d-1)/d=\frac23(1-\varepsilon/3)$ and $1/\Gamma(\frac32-\varepsilon)=[1+\varepsilon(2-\gamma-2\ln2)]/\Gamma(\frac32)$, while $\Gamma(1+\varepsilon)=1-\gamma\varepsilon$ absorbs $\gamma$ into $N$:
$$C=\frac{2\alpha}{3\pi}N\mu^{2\varepsilon}\Big[1+\varepsilon\Big(\frac53-2\ln2\Big)\Big],\qquad \tfrac53-2\ln2=0.280372 .$$
The beta integral $\int_0^\infty k^{s-1}dk/(k+\Delta)=\Delta^{s-1}\pi/\sin\pi s$ holds for $0<s<1$. With $s=2-2\varepsilon$ and $\sin\pi s=-\sin2\pi\varepsilon$,
$$\int_0^\infty\!\frac{k^{1-2\varepsilon}dk}{-\Delta-k}=\frac{\pi\,\Delta^{1-2\varepsilon}}{\sin2\pi\varepsilon},\qquad\tfrac12<\varepsilon<1 .$$
Now split $-k/(k+\Delta)=-1+\Delta/(k+\Delta)$. The $-1$ gives $\langle p^2\rangle\int k^{-2\varepsilon}dk$, a pure power and a mass renormalization. The rest has $s=1-2\varepsilon$, converges for $0<\varepsilon<\frac12$, and gives the same expression, so dropping the power is the analytic continuation. As $\varepsilon\to0^+$ convergence fails at large $k$: this pole is ultraviolet. Expanding, $\frac1{2\varepsilon}\cdot\varepsilon(\frac53-2\ln2)=\frac56-\ln2$, and
$$E_L=\frac{2\alpha N}{3\pi m^2}\sum_n|\mathbf p_n|^2\Delta_n\Big[\frac1{2\varepsilon}+\frac56-\ln\frac{2|\Delta_n|}{\mu}\Big]+O(\varepsilon).\tag{3}$$
For a lower level, $\Delta-i0=|\Delta|e^{-i\pi}$ adds $-i\Gamma/2$ with $\Gamma=4\alpha|\Delta||\mathbf p_n|^2/3m^2$, the dipole decay rate. Equation (3) is the real part.

## 7. Cancellation

In an eigenstate $\langle[p^i,[H,p^i]]\rangle=2\langle p^i(H-E)p^i\rangle$, and $[H,p^i]=i\partial^iV$, $[p^i,i\partial^iV]=\nabla^2V$. Hence for $2<d<4$, where $V\propto-r^{2-d}$ is attractive, vanishes at infinity and is less singular than $r^{-2}$, so that a normalizable ground state exists,
$$S\equiv\sum_n|\mathbf p_n|^2\Delta_n=\tfrac12\langle\nabla^2V\rangle_d .$$
The numerical check finds $2S=5.485184$ against $\langle\nabla^2V\rangle=5.485183$ a.u. at $d=2.8$. The poles of (2) and (3) are therefore $\mp\alpha N\langle\nabla^2V\rangle_d/(6\pi m^2\varepsilon)$. They cancel together with $\ln\mu$, and then $\varepsilon\to0$ is safe:
$$E_H+E_L=\frac{2\alpha}{3\pi m^2}\sum_n|\mathbf p_n|^2\Delta_n\Big[\ln\frac{m}{2|\Delta_n|}+\frac56\Big].$$

No value of $\varepsilon$ makes both integrals converge, so the cancellation is between analytic continuations. For $\Delta\ll k\ll m$ both expansions are valid and share the integrand $(CS/m^2)k^{-1-2\varepsilon}$. This overlap is counted twice and must be subtracted once, but
$$\int_0^\Lambda\!k^{-1-2\varepsilon}dk+\int_\Lambda^\infty\!k^{-1-2\varepsilon}dk=-\frac{\Lambda^{-2\varepsilon}}{2\varepsilon}+\frac{\Lambda^{-2\varepsilon}}{2\varepsilon}=0 .$$
The first piece ($\varepsilon<0$) is the soft end of the hard integral and reproduces the pole of (2), and the second ($\varepsilon>0$) is the tail of the dipole integral.

The order of limits matters. For 1S, $\langle\nabla^2V\rangle_d=4+14.761\,\varepsilon$ a.u. at $\mu=1/a_0$. Using 4 in (2) alone would raise $F$ by $14.761/6=2.46$, against the true $10.25$. For $l>0$ the wave function vanishes at the origin, $S=0$, both poles are absent, and only the logarithm survives in the spin-independent part.

Scale $\Delta=(Z\alpha)^2m\tilde\Delta$ and $p=Z\alpha m\tilde p$, which maps onto atomic units with $Z=1$. There $|\psi(0)|^2=\delta_{l0}/\pi n^3$ and $\tilde S=2\delta_{l0}/n^3$. Define the Bethe logarithm $\ln k_0=\frac{n^3}2\sum|\tilde{\mathbf p}_n|^2\tilde\Delta_n\ln|2\tilde\Delta_n|$. Then this part of $F$ is $\frac43\delta_{l0}[\ln(Z\alpha)^{-2}+\frac56]-\frac43\ln k_0$.

## 8. Spin-orbit term and vacuum polarization

With $F_2=\alpha/2\pi$ and $V'/r=Z\alpha/r^3$, $F_{so}=\frac14n^3\langle\tilde r^{-3}\rangle\langle\boldsymbol\sigma\cdot\mathbf L\rangle$. Hydrogen has $n^3\langle\tilde r^{-3}\rangle=1/[l(l+\frac12)(l+1)]$, and $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\frac34$ is $l$ or $-(l+1)$. So $F_{so}=1/[2(l+1)(2l+1)]$ for $j=l+\frac12$ ($\kappa=-l-1$) and $-1/[2l(2l+1)]$ for $j=l-\frac12$ ($\kappa=l$). The self-energy is
$$F_{SE}=\delta_{l0}\Big[\frac43\ln(Z\alpha)^{-2}+\frac{10}9\Big]-\frac43\ln k_0-\frac{1-\delta_{l0}}{2\kappa(2l+1)} .$$

The electron loop is $i\Pi^{\mu\nu}=-e^2\int\mathrm{tr}[\gamma^\mu(\not k+m)\gamma^\nu(\not k+\not q+m)]/(\dots)$. With $k=\ell-xq$, $M^2=m^2-x(1-x)q^2$, the trace is $4[(\frac2D-1)\ell^2g^{\mu\nu}-2x(1-x)q^\mu q^\nu+g^{\mu\nu}(m^2+x(1-x)q^2)]$. By (1) with $n=2$, the $\ell^2$ term acts as $-M^2g^{\mu\nu}$, because $(\frac2D-1)(-\frac D2)\Gamma(1-\frac D2)=-\Gamma(\varepsilon)$. The bracket becomes $2x(1-x)(q^2g^{\mu\nu}-q^\mu q^\nu)$, with scalar factor $\Pi=-8e^2\Gamma(\varepsilon)(4\pi)^{-D/2}\int x(1-x)(M^2)^{-\varepsilon}dx$. Charge renormalization subtracts $\Pi(0)$, and $V\to V(1+\hat\Pi)$ with
$$\hat\Pi=\frac{2\alpha}\pi\int_0^1\!x(1-x)\ln\Big[1+x(1-x)\frac{\mathbf q^2}{m^2}\Big]dx\simeq\frac{\alpha\,\mathbf q^2}{15\pi m^2},$$
since $\int x^2(1-x)^2dx=\frac1{30}$. This is $-(\alpha/15\pi m^2)\nabla^2V$, or $F_{VP}=-\frac4{15}\delta_{l0}$. Its ultraviolet pole $\Gamma(\varepsilon)$ does not depend on $q^2$ and is removed with $\Pi(0)$. It has no infrared pole, because every line in the loop is massive and $M^2\ge m^2$ for spacelike $q$. The expansion needs $|\mathbf q|\ll m$ and fails for a bound muon.

## 9. The constant $5/6$ from a photon mass

Take $D=4$ and a photon mass $\Delta\ll\lambda\ll m=1$. Denominators become $M^2+(1-w)\lambda^2$. The regular terms of part 4 still give $\frac12$, and the singular one becomes, as $\lambda\to0$,
$$2\!\int_0^1\!\frac{w(1-w)dw}{w^2+\lambda^2}-\frac23\!\int_0^1\!\frac{w^3(1-w)dw}{(w^2+\lambda^2)^2}=2(L_\lambda-1)-\frac23\Big(L_\lambda-\frac32\Big),\quad L_\lambda=\ln\frac1\lambda ,$$
so $f_1=\frac14(\frac43L_\lambda-1+\frac12)=\frac13L_\lambda-\frac18$. The dipole term must then replace the massive photon by the massless one. Current conservation, $\rho=\mathbf k\cdot\mathbf j/k^0$, turns $\mathbf j^2-\rho^2$ into $\delta^{ij}-k^ik^j/\omega^2$ at the pole $k^0=\omega=\sqrt{k^2+\lambda^2}$. The pole at $k^0=0$ is an instantaneous self-interaction independent of the state. Relative to the massless average $\frac23$ the weight is $\frac32(1-k^2/3\omega^2)$, and with a cutoff $K\gg\lambda$ the difference per unit $\Delta$ is
$$\ln\frac K\Delta-\int_0^K\!\Big[\frac{3k^2}{2\omega^3}-\frac{k^4}{2\omega^5}\Big]dk=\ln\frac K\Delta-\Big[\ln\frac{2K}\lambda-\frac32+\frac23\Big]=\ln\frac\lambda{2\Delta}+\frac56 ,$$
from $\int k^2/\omega^3=\ln(2K/\lambda)-1$ and $\int k^4/\omega^5=\ln(2K/\lambda)-\frac43$. Adding $3f_1+\frac38=\ln(m/\lambda)$ returns $\ln(m/2\Delta)+\frac56$. For $\lambda/m=\Delta/\lambda=10^{-6}$ quadrature gives $3\times4.480171+0.375+13.955698=27.77121$, the dimensional value.

## 10. Evaluating the atomic sums

In atomic units $(H-E)\mathbf p\phi=i\nabla V\phi$, so $g(k)=\langle\nabla V\phi|(H-E+k)^{-1}|\nabla V\phi\rangle=\sum|\mathbf p_n|^2\Delta_n^2/(\Delta_n+k)$ and $g(0)=S$. Because $\frac{\Delta}{\Delta+k}-\frac1{1+k}=\frac{k(\Delta-1)}{(\Delta+k)(1+k)}$ integrates over $dk/k$ to $\ln\Delta$,
$$\sum_n|\mathbf p_n|^2\Delta_n\ln\Delta_n=\int_0^\infty\!\frac{dk}k\Big[g(k)-\frac S{1+k}\Big].$$
For 2P the 1S term has $\Delta=-\frac38$. It is projected out and added back with $\ln|\Delta|$. In $d$ dimensions $u=r^{(d-1)/2}R$ sees the barrier $l(l+d-2)+\frac14(d-1)(d-3)=L(L+1)$ with $L=l-\varepsilon$, and $V=-s^{2\varepsilon}\Gamma(\frac d2-1)\pi^{1-d/2}r^{2-d}$ for $\mu=s/a_0=s\alpha m$. A photon energy of $k$ hartree is $\alpha^2mk$, so $F_L$ carries $(s/\alpha k)^{2\varepsilon}$ and $F_H$ carries $(s\alpha)^{2\varepsilon}$. At finite $\varepsilon$, $\sum|\mathbf p_n|^2\Delta_n/(\Delta_n+k)=(S-g)/k$, and adding and subtracting $S/(1+k)$ gives $S\pi/\sin2\pi\varepsilon$ minus the integral above weighted by $k^{-2\varepsilon}$. $F_L$ takes $S$ from $g(0)$, whereas $F_H$ takes $\langle\nabla^2V\rangle_d$ from $\psi(0)$.

The numbers of part 1 have $s=1$, and the pole alone is $4/(6\times0.002)=333.3$. Averaging $\pm\varepsilon$ removes odd orders: $(10.36285+10.14495)/2=10.25390$ at $0.002$ and $(10.47479+10.03889)/2=10.25684$ at $0.004$. Removing the $\varepsilon^2$ term gives $(4\times10.25390-10.25684)/3=10.25292$. The formula gives $13.12065+1.11111-\frac43(2.9841286)=10.25292$. For $s=3$ the sums at $\pm0.002$ are $10.58012$ and $9.93503$, and the limit is the same.

## 11. Hydrogen $2S_{1/2}-2P_{1/2}$

Take $Z=1$, infinite nuclear mass, $\ln\alpha^{-2}=9.840487$ and $\alpha^3/8\pi=1.546166\times10^{-8}$ hartree. The computed Bethe logarithms are $2.8117699$ (2S) and $-0.0300167$ (2P).

$$F_{SE}(2S)=13.12065+1.11111-3.74903=10.48273,\qquad F(2S)=10.48273-0.26667=10.21607,$$
$$F(2P_{1/2})=0.04002-0.16667=-0.12664,\qquad F(2P_{3/2})=0.04002+0.08333=0.12336 .$$
The sums are formed from unrounded values, so their last digit can differ by one from the sum of the printed terms. The Dirac energies of 2S$_{1/2}$ and 2P$_{1/2}$ coincide for a point nucleus, so the splitting is $(10.21607+0.12664)\times1.546166\times10^{-8}=1.5992\times10^{-7}$ hartree, or $1052$ MHz with $6.579684\times10^9$ MHz per hartree. It is made of $1039$ MHz for 2S and $-13$ MHz for $2P_{1/2}$. The 1S level, with $F=9.98626$, moves by $1.2352\times10^{-6}$ hartree, or $8127$ MHz. The measured 2S–2P$_{1/2}$ splitting is about $1058$ MHz, some $0.5\%$ above this leading-order value.

These digits belong to the order $\alpha(Z\alpha)^4$. By power counting, the leading omitted terms, relative to the S-state shift, are of order $Z\alpha$ (two hard scatterings), $\alpha/\pi$ (two loops) and $m/M$ (nuclear motion), with coefficients not computed here, and the nuclear size is also left out. The separation of scales needs $Z\alpha\ll1$. For heavy ions the interval $\Delta\ll k\ll m$, whose logarithmic width $\ln(Z\alpha)^{-2}$ dominates $F$ for the S states of hydrogen, closes, and the self-energy must be computed with Dirac–Coulomb propagators.

## Calculated quantities

```
eps=-0.1: f1 quadrature 1.583333, closed form 1.583333, f2 0.333333
eps=-0.3: f1 quadrature 0.524306, closed form 0.524306, f2 0.125000
f1 series: -eps/2 - 1/8 - 1/(6*eps)
k integral, Delta=0.37 hartree, eps=0.75: quadrature -5.16474651, formula -5.16474651
k integral, Delta=0.37 hartree, eps=0.2: quadrature 1.81913354, formula 1.81913354
O(eps) coefficient of dipole prefactor over 2N/(3pi): 0.28037231
photon mass lambda/m=1e-06, Delta/lambda=1e-06: f1 4.480171, dipole difference 13.955698
bracket: photon mass 27.77121, dimensional 27.77121
vacuum polarization slope (alpha/(pi m^2)): 0.0666667
1s: S = 2.00000000 a.u., ln k0 = 2.9841286
2s: S = 0.25000000 a.u., ln k0 = 2.8117699
2p: S = -0.00000000 a.u., ln k0 = -0.0300167
ln k0(1s) from oscillator strengths: 2.9841286
d=2.8: E = -0.971381 hartree, 2S = 5.485184, <lap V> = 5.485183 a.u.
d=3.2: E = -0.225147 hartree, 2S = 2.565003, <lap V> = 2.565002 a.u.
d<lap V>/d eps at eps=0, mu=1/bohr: 14.761 a.u.
mu=1/bohr eps=+0.004: F_L 174.3532, F_H -163.8784, sum 10.47479
mu=1/bohr eps=-0.004: F_L -159.4342, F_H 169.4731, sum 10.03889
mu=1/bohr eps=+0.002: F_L 340.9032, F_H -330.5403, sum 10.36285
mu=1/bohr eps=-0.002: F_L -325.9904, F_H 336.1354, sum 10.14495
mu=1/bohr: extrapolated F(1S) 10.25292, formula 10.25292
mu=3/bohr eps=+0.004: F_L 182.1096, F_H -171.1927, sum 10.91690
mu=3/bohr eps=-0.004: F_L -152.5148, F_H 162.1410, sum 9.62618
mu=3/bohr eps=+0.002: F_L 348.4399, F_H -337.8598, sum 10.58012
mu=3/bohr eps=-0.002: F_L -318.8720, F_H 328.8071, sum 9.93503
mu=3/bohr: extrapolated F(1S) 10.25292, formula 10.25292
<r^-3>(2p) = 0.0416667 a.u., spin-orbit F: 2P1/2 -0.166667, 2P3/2 0.083333
1/alpha = 137.035999, ln alpha^-2 = 9.840487, 1 hartree = 6.579684e+09 MHz
alpha^3/pi = 1.236933e-07 hartree, alpha^3/(8 pi) = 1.546166e-08 hartree
vacuum polarization F (S states) = -0.266667, 2S shift -4.12311e-09 hartree
1S: F_SE 10.25292, F 9.98626, shift 1.23523e-06 hartree = 8127.44 MHz
2S: F_SE 10.48273, F 10.21607, shift 1.57957e-07 hartree = 1039.31 MHz
2P1/2: F_SE -0.12664, F -0.12664, shift -1.95813e-09 hartree = -12.88 MHz
2P3/2: F_SE 0.12336, F 0.12336, shift 1.90728e-09 hartree = 12.55 MHz
2S - 2P1/2: 1.59916e-07 hartree = 1052.19 MHz
```
